\section*{Strang Splitting: Modified Hamiltonian, Oscillator Frequency Shift and Stability Limit}

\section{What symmetry fixes}

Let $H=T+V$ be independent of time, with $T=p^2/2m$ and $V=V(x)$ in one dimension. Units are chosen so that $\hbar=1$. The Strang splitting replaces the propagator $e^{-iH\tau}$ over a time step $\tau$ by
\begin{equation}
U(\tau)=e^{-iV\tau/2}\,e^{-iT\tau}\,e^{-iV\tau/2}\equiv e^{-i\tilde H\tau}.
\label{step}
\end{equation}
The operator $\tilde H$ is the modified Hamiltonian: repeated steps follow its dynamics instead of that of $H$. Symmetry determines the form of its leading correction up to two numbers.

Put $A=-iV\tau$ and $B=-iT\tau$, and treat $A$ and $B$ as non-commuting symbols of degree one. Write
\begin{equation}
e^{A/2}e^{B}e^{A/2}=e^{X},\qquad X=X_1+X_2+X_3+\dots,
\end{equation}
where $X_k$ has degree $k$ and $X_1=A+B$. Three properties restrict $X$.

\emph{Time reversal.} Changing the signs of $A$ and $B$ turns the product into its inverse, $e^{-A/2}e^{-B}e^{-A/2}=e^{-X}$. Thus $X$ is odd and $X_2=0$. Since $X=-i\tilde H\tau$, the series of $\tilde H$ contains even powers of $\tau$ only.

\emph{Reflection.} The product reads the same from left to right and from right to left. A word and its mirror image therefore have equal coefficients in $X$:
\begin{align}
X_3={}&a\,AAA+b\,(AAB+BAA)+c\,ABA\nonumber\\
&+d\,(ABB+BBA)+e\,BAB+f\,BBB .
\end{align}

\emph{Zero of energy.} Adding a number $s$ to $A$ multiplies the product by $e^s$, so it adds $s$ to $X$. This addition is already contained in $X_1$, and $X_3$ must not change. Its part linear in $s$ is
\begin{equation}
s\left[3a\,AA+(2b+c)(AB+BA)+(2d+e)BB\right]=0 .
\end{equation}
Hence $a=0$, $c=-2b$ and $e=-2d$. Adding a number to $B$ gives $f=0$ in the same way. What remains is
\begin{align}
X_3&=b\,(AAB-2ABA+BAA)+d\,(BBA-2BAB+ABB)\nonumber\\
&=b\,[A,[A,B]]+d\,[B,[B,A]] .
\label{form}
\end{align}
To return to $\tilde H$, divide $X$ by $-i\tau$. The cubic term carries $(-i\tau)^3/(-i\tau)=-\tau^2$, so
\begin{equation}
\tilde H=H+\tau^2\left(\alpha\,[V,[V,T]]+\beta\,[T,[T,V]]\right)+O(\tau^4),
\label{universal}
\end{equation}
with $\alpha=-b$ and $\beta=-d$. These are pure numbers, the same for every $T$ and $V$. The dimensions agree: with $\hbar$ restored, the correction is an energy cubed times $\tau^2/\hbar^2$.

For the oscillator $V=m\omega^2x^2/2$, no dimensionless combination of $m$, $\omega$, $\tau$ and $\hbar$ exists other than functions of $z=\omega\tau$. The modified frequency must therefore be $\tilde\omega=\omega F(z)$, with $F$ even and $F(0)=1$.

\section{First derivation: counting words}

The exponential of $X=X_1+X_3+\dots$ has the third-degree part $X_3+X_1^3/6$. Equating this to the third-degree part $P_3$ of the product gives
\begin{equation}
X_3=P_3-\tfrac16(A+B)^3 .
\end{equation}
Every word of length three has coefficient $1/6$ in the last term. By \eqref{form}, two words suffice to find $b$ and $d$.

The word $AAB$ arises in the product when the left factor supplies $(A/2)^2/2=AA/8$ and the middle factor supplies $B$. The word $ABB$ arises from $A/2$ on the left and $B^2/2$ in the middle. Therefore
\begin{equation}
b=\frac18-\frac16=-\frac1{24},\qquad
d=\frac14-\frac16=\frac1{12}.
\end{equation}
The remaining mixed words agree with this. $ABA$ has coefficient $\tfrac12\cdot\tfrac12-\tfrac16=\tfrac1{12}=-2b$. $BAB$ cannot be formed in the product, because $B$ occurs in one factor only, and has coefficient $-\tfrac16=-2d$. With $\alpha=-b$ and $\beta=-d$,
\begin{equation}
\boxed{\tilde H=H+\tau^2\left(\frac1{24}[V,[V,T]]-\frac1{12}[T,[T,V]]\right)+O(\tau^4).}
\label{main}
\end{equation}
The assignment depends on the order in \eqref{step}. If the half steps belong to $T$ instead, $T$ and $V$ are exchanged in the bracket.

\subsection{The correction as a differential operator}

Write $\partial=d/dx$. Acting on a function to the right,
\begin{equation}
[T,V]=-\frac1{2m}[\partial^2,V]=-\frac1{2m}\left(V''+2V'\partial\right).
\end{equation}
In the commutator of $V$ with $[V,T]=-[T,V]$, the function $V''$ drops out, and $[V,\partial]=-V'$ gives
\begin{equation}
[V,[V,T]]=\frac1m V'[V,\partial]=-\frac{(V')^2}{m}.
\label{vvt}
\end{equation}
For the other double commutator, use $[\partial^2,g]=g''+2g'\partial$ with $g=V''$ and with $g=2V'$:
\begin{align}
[T,[T,V]]&=\frac1{4m^2}\,[\partial^2,\,V''+2V'\partial]\nonumber\\
&=\frac1{4m^2}\left(V''''+2V'''\partial+2V'''\partial+4V''\partial^2\right)\nonumber\\
&=-\frac{pV''p}{m^2}+\frac{V''''}{4m^2}.
\label{ttv}
\end{align}
The last line uses $pV''p=-\partial V''\partial=-V''\partial^2-V'''\partial$. Inserting both results into \eqref{main},
\begin{equation}
\tilde H=H+\tau^2 C+O(\tau^4),\quad
C=\frac{pV''p}{12m^2}-\frac{V''''}{48m^2}-\frac{(V')^2}{24m}.
\label{C}
\end{equation}
The first term changes the inverse mass to $m^{-1}(1+\tau^2V''/6m)$, so the particle becomes lighter where the potential curves upwards. The last term lowers the potential wherever there is a force.

For a non-degenerate level with normalized state $\psi$, first-order perturbation theory gives the shift $\tau^2\langle\psi|C|\psi\rangle$. Second-order perturbation theory in $\tau^2C$, and the next term of $\tilde H$, both enter at order $\tau^4$.

A pendulum with $m=1$ and $V=-4\cos x$ shows the size of these terms. Energies are in hartree, $x$ is in bohr, and the wavefunctions have period $2\pi$. In the 25 plane waves $e^{ikx}$ with $|k|\le12$, diagonalization of $H$ gives the ground energy $-3.0323$ hartree. For $\tau=0.04$ atomic units of time, the eigenphase of the matrix $U(\tau)$ gives a shift of $2.2019\times10^{-4}$ hartree, while $\tau^2\langle C\rangle=2.2006\times10^{-4}$ hartree. The difference is $0.06\%$ of the shift. When $\tau$ is halved, this difference falls by a factor $16.01$, close to the factor $2^4$ of a $\tau^4$ term.

\subsection{Leading frequency shift of the oscillator}

For $V=m\omega^2x^2/2$ we have $V'=m\omega^2x$, $V''=m\omega^2$ and $V''''=0$. Equations \eqref{vvt} and \eqref{ttv} become
\begin{equation}
[V,[V,T]]=-m\omega^4x^2=-2\omega^2V,\quad
[T,[T,V]]=-\frac{\omega^2p^2}{m}=-2\omega^2T .
\label{closed}
\end{equation}
Equation \eqref{main} then reads
\begin{equation}
\tilde H=\left(1+\frac{z^2}{6}\right)T+\left(1-\frac{z^2}{12}\right)V+O(z^4).
\label{leading}
\end{equation}
The square of an oscillator's frequency is proportional to the product of these two factors, so
\begin{equation}
\tilde\omega=\omega\sqrt{1+\frac{z^2}{12}+O(z^4)}
=\omega\left(1+\frac{z^2}{24}+O(z^4)\right).
\label{shift}
\end{equation}
For the order in \eqref{step}, the lighter mass raises the frequency by more than the softer spring lowers it. This division belongs to the order of the factors: with the half steps given to $T$, the two factors in \eqref{leading} change places, the mass is heavier and the spring stiffer, and the product and the frequency are the same. A finite series of this kind does not show where the motion ceases to be bounded.

\section{Second derivation: the solvable oscillator}

Because $\alpha$ and $\beta$ in \eqref{universal} are universal, one system that can be solved in closed form may determine them. The oscillator does so, and it also gives the frequency without an expansion in $z$.

\subsection{One step in the Heisenberg picture}

Let $K=e^{-iV\tau/2}$ and $D=e^{-iT\tau}$, so that $U=KDK$. The elementary maps are
\begin{align}
K^\dagger xK&=x, & K^\dagger pK&=p-\tfrac12m\omega^2\tau x,\nonumber\\
D^\dagger xD&=x+\tau p/m, & D^\dagger pD&=p .
\end{align}
In $U^\dagger xU=K^\dagger D^\dagger K^\dagger xKDK$ the innermost map acts first:
\begin{align}
x'&=K^\dagger\left(x+\frac{\tau p}{m}\right)K
=\left(1-\frac{z^2}{2}\right)x+\frac{\tau}{m}p,\label{xmap}\\
p'&=K^\dagger\left[\left(1-\frac{z^2}{2}\right)p-\frac{m\omega^2\tau}{2}x\right]K\nonumber\\
&=\left(1-\frac{z^2}{2}\right)p-m\omega^2\tau\left(1-\frac{z^2}{4}\right)x .
\label{pmap}
\end{align}
In the last line the coefficient of $x$ is $-\tfrac12m\omega^2\tau\,[(1-z^2/2)+1]$.

\subsection{The Hamiltonian that generates this map}

Try $\tilde H=gT+hV$ with numbers $g,h>0$. Its equations of motion are $\dot x=gp/m$ and $\dot p=-hm\omega^2x$, with frequency $\tilde\omega=\omega\sqrt{gh}$. After the time $\tau$, with $\theta=\tilde\omega\tau$,
\begin{align}
x'&=x\cos\theta+\frac{g}{m\tilde\omega}\,p\sin\theta,\nonumber\\
p'&=p\cos\theta-\frac{hm\omega^2}{\tilde\omega}\,x\sin\theta .
\label{flow}
\end{align}
Comparison with \eqref{xmap} and \eqref{pmap} requires
\begin{equation}
\cos\theta=1-\frac{z^2}{2},\quad g=\frac{\theta}{\sin\theta},\quad
h=\frac{\theta}{\sin\theta}\left(1-\frac{z^2}{4}\right).
\label{match}
\end{equation}
Since $\cos\theta=1-2\sin^2(\theta/2)$, the first condition is $\sin(\theta/2)=z/2$. For $0<z<2$ it has one solution with $0<\theta<\pi$, the one that joins $\theta=0$ at $z=0$. The conditions are consistent: $\sin^2\theta=1-(1-z^2/2)^2=z^2(1-z^2/4)$, so $gh=\theta^2/z^2=(\tilde\omega/\omega)^2$. The result for $0<\omega\tau<2$ is
\begin{equation}
\boxed{\tilde H=\frac{\theta}{\sin\theta}\left[T+\left(1-\frac{z^2}{4}\right)V\right],\qquad
\tilde\omega=\frac2\tau\arcsin\frac{\omega\tau}{2}.}
\label{exact}
\end{equation}

\subsection{The phase of the wavefunction}

The map of $x$ and $p$ fixes $U$ up to a phase factor: $Ue^{i\tilde H\tau}$ commutes with $x$ and $p$ and is therefore a number. One state is enough to find it. Let $y=\sqrt{m\omega}\,x$ and take $e^{-cy^2/2}$ with $c=\cos(\theta/2)=\sqrt{1-z^2/4}$. By \eqref{exact} this is the ground state of $\tilde H$, with energy $\tilde\omega/2$.

The half kick multiplies by $e^{-izy^2/4}$ and changes the width parameter to
\begin{equation}
c+\frac{iz}{2}=\cos\frac\theta2+i\sin\frac\theta2=e^{i\theta/2}\equiv u .
\end{equation}
The drift multiplies the Fourier transform $e^{-q^2/2u}$ by $e^{-izq^2/2}$. Thus $1/u$ becomes $1/u+iz$, and transforming back gives
\begin{equation}
e^{-uy^2/2}\to(1+izu)^{-1/2}\exp\left[-\frac{u}{1+izu}\,\frac{y^2}{2}\right].
\end{equation}
From $iz=2i\sin(\theta/2)=e^{i\theta/2}-e^{-i\theta/2}$ follows $1+izu=e^{i\theta}$. The new width parameter is $e^{-i\theta/2}$, and the second half kick adds $i\sin(\theta/2)$, which restores $c$. As the drift proceeds, $z$ in the root is replaced by a number growing from $0$ to $z$. The imaginary part of the argument of the root stays positive, so its phase grows from $0$ to $\theta$ without crossing the cut. The prefactor is $e^{-i\theta/2}=e^{-i\tilde\omega\tau/2}$, as $\tilde H$ requires. Hence $U=e^{-i\tilde H\tau}$ with no extra phase, and the eigenphases are $(n+\tfrac12)\theta$. Adding multiples of $2\pi/\tau$ to eigenvalues of $\tilde H$ would leave $U$ unchanged; the choice made here joins $H$ continuously as $\tau\to0$.

\subsection{The two coefficients again}

The expansion $\arcsin v=v+v^3/6+3v^5/40+\dots$ with $v=z/2$ gives
\begin{equation}
\frac{\tilde\omega}{\omega}=\frac\theta z=1+\frac{z^2}{24}+\frac{3z^4}{640}+\dots
\end{equation}
Dividing by $\sin\theta/z=\sqrt{1-z^2/4}$,
\begin{align}
g&=\left(1+\frac{z^2}{24}\right)\left(1+\frac{z^2}{8}\right)+O(z^4)=1+\frac{z^2}{6}+O(z^4),\nonumber\\
h&=g\left(1-\frac{z^2}{4}\right)=1-\frac{z^2}{12}+O(z^4).
\end{align}
On the other side, inserting \eqref{closed} into the general form \eqref{universal} gives $g=1-2\beta z^2$ and $h=1-2\alpha z^2$ at this order. Therefore
\begin{equation}
\beta=-\frac1{12},\qquad\alpha=\frac1{24},
\end{equation}
which is \eqref{main}. The oscillator determines both numbers because its two double commutators are proportional to different operators, $V$ and $T$.

\subsection{The stability limit}

$U$ is a product of unitary operators for every real $\tau$, so the norm of the wavefunction is conserved on both sides of the limit. Stability here means that the moments of $x$ and $p$ remain bounded. Start from the ground state of $H$, for which $\langle x^2\rangle_0=1/2m\omega$, $\langle p^2\rangle_0=m\omega/2$ and $\langle xp+px\rangle_0=0$.

For $z<2$, $n$ steps amount to the flow \eqref{flow} over the time $n\tau$. With $g/\tilde\omega=\tau/\sin\theta$ and $\sin^2\theta=z^2(1-z^2/4)$,
\begin{equation}
\langle x^2\rangle_n=\langle x^2\rangle_0\left[\cos^2n\theta+\frac{\sin^2n\theta}{1-z^2/4}\right]
\le\frac{\langle x^2\rangle_0}{1-z^2/4}.
\label{bounded}
\end{equation}
The bound diverges as $z\to2$, where the spring term in the bracket of \eqref{exact} vanishes.

At $z=2$ the map is $x'=-x+\tau p/m$, $p'=-p$. After $n$ steps $x_n=(-1)^n(x-n\tau p/m)$, and
\begin{equation}
\langle x^2\rangle_n=\langle x^2\rangle_0\,(1+4n^2).
\label{marginal}
\end{equation}

For $z>2$ write the matrix of the map as $-N$. $N$ has determinant one and equal diagonal elements $z^2/2-1=\cosh\kappa$, so that
\begin{equation}
\kappa=2\,\mathrm{arccosh}\,\frac z2 .
\end{equation}
Then $N=\cosh\kappa+J\sinh\kappa$ with $J^2=1$, and $N^n=\cosh n\kappa+J\sinh n\kappa$. The element of $N$ that couples $x$ to $p$ is $-\tau/m$, and $\sinh^2\kappa=z^2(z^2/4-1)$. Hence
\begin{equation}
\langle x^2\rangle_n=\langle x^2\rangle_0\left[\cosh^2n\kappa+\frac{\sinh^2n\kappa}{z^2/4-1}\right],
\label{unstable}
\end{equation}
which grows as $e^{2\kappa n}$ for large $n$. The motion is bounded for $\omega\tau<2$ and unbounded from $\omega\tau=2$ onwards. In terms of the period $2\pi/\omega$, the limiting step is $1/\pi$ of a period.

\section{A vibration in numbers}

Take a model vibration with $m=2000$ electron masses and $\omega=0.01$ hartree, or $2194.75\ \mathrm{cm^{-1}}$. The limiting step is $2/\omega=200$ atomic units of time, or $4.838$ fs. For $\tau=100$ we have $z=1$ and $\arcsin\tfrac12=\pi/6$, so
\begin{equation}
\tilde\omega=\frac{2}{100}\cdot\frac{\pi}{6}=0.010472\ \text{hartree}.
\end{equation}
The leading formula \eqref{shift} gives $0.01\,(1+1/24)=0.010417$ hartree, which contains $88\%$ of the shift.

The frequency can also be read from a wavepacket. The ground state of $H$, displaced by $3/\sqrt{m\omega}$, was propagated with \eqref{step} on a Fourier grid of $2^{15}$ points and length $400/\sqrt{m\omega}$. For $z<2$ the mean positions obey $\langle x\rangle_2+\langle x\rangle_0=2\cos\theta\,\langle x\rangle_1$, which yields $\theta$. The frequencies obtained in this way coincide with the arcsine law in all digits listed here:

\begin{center}
\begin{tabular}{rcccr}
$\tau$ & $z$ & $10^3\tilde\omega$ & $10^3\omega(1+z^2/24)$ & shift\\
(a.u.) & & (hartree) & (hartree) & (cm$^{-1}$)\\
10 & 0.1 & 10.004 & 10.004 & 0.92\\
20 & 0.2 & 10.017 & 10.017 & 3.67\\
50 & 0.5 & 10.107 & 10.104 & 23.5\\
100 & 1.0 & 10.472 & 10.417 & 103.6\\
150 & 1.5 & 11.307 & 10.938 & 287.0\\
190 & 1.9 & 13.192 & 11.504 & 700.6
\end{tabular}
\end{center}

A stable step can thus be far from an accurate one. To keep the shift at $1\ \mathrm{cm^{-1}}$, the leading formula asks for $z=\sqrt{24/2194.75}=0.1046$, hence $\tau=10.46$. Solving the arcsine law numerically gives $\tau=10.45$, or $0.253$ fs, about one twentieth of the stability limit.

The same grid shows the three regimes, starting from the undisplaced ground state with $\langle x^2\rangle_0=1/(2\cdot2000\cdot0.01)=0.025\ \mathrm{bohr}^2$. At $z=1.9$ the bound \eqref{bounded} is $0.025/0.0975=0.2564\ \mathrm{bohr}^2$, and the largest value in 200 steps lies just below it. At $z=2$ the value after five steps is $2.525\ \mathrm{bohr}^2$, which is $0.025\,(1+4\cdot25)$. At $z=2.1$ the values after steps 0 to 5 are $0.025$, $0.147$, $0.731$, $2.835$, $10.3$ and $36.4\ \mathrm{bohr}^2$. The growth exponent per step is $2\kappa=4\,\mathrm{arccosh}\,1.05=1.260$, a factor of about $3.52$ for large $n$; the last two values, $10.263$ and $36.445\ \mathrm{bohr}^2$ to more digits, have the ratio $3.55$.

\section{What each derivation assumes}

Both derivations use the time-reversal symmetry of the step. The first needs nothing about $T$ and $V$ beyond the expansion of exponentials, and word counting would yield the coefficients even without the form \eqref{form}. Its result is an identity between formal power series. For bounded operators and sufficiently small $\tau$ the series converges. For unbounded $T$ and $V$ the algebra alone does not guarantee convergence, and \eqref{C} is then to be used on smooth, low-lying states for which the correction is small.

The second derivation relies on the universal form \eqref{universal}; without it, a result for the oscillator would say nothing about other potentials. It also uses the fact that a quadratic Hamiltonian acts on $x$ and $p$ through a $2\times2$ matrix. The logarithm of that matrix has a convergent series for small $z$, which gives the formal expansion a definite meaning in this case. In return it supplies the frequency at every $z<2$ and the stability limit, neither of which follows from the $\tau^2$ term. These two results hold for a quadratic potential; for an anharmonic one, $\omega\tau<2$ has not been derived here.

Exchanging the roles of $T$ and $V$ in the step changes $\tilde H$ but not the oscillator's frequency or its limit. With $P=e^{-iV\tau/2}e^{-iT\tau/2}$ and $Q=e^{-iT\tau/2}e^{-iV\tau/2}$, the step \eqref{step} is $PQ$ and the exchanged step is $QP=P^{-1}(PQ)P$. The two are related by a unitary transformation and have the same spectrum. Its action on $x$ and $p$ is a fixed linear map, so bounded motion remains bounded.

Numbers in the example were calculated in double precision.
